# The Schwinger field and the nuclear field on a 1s electron

**Question.** How strong must a static electric field be before electrons can tunnel appreciably from the negative-energy states of the Dirac equation to the positive-energy ones? And at what nuclear charge does a 1s electron feel, on average, a field of that strength?

**Answer.** The first part needs a length, an energy and one integral. The second needs the mean of \(1/r^2\) in the 1s state, and there the choice between the Schrödinger and the Dirac equation matters a good deal.

### The size of the field

A free electron has energies above \(mc^2\) or below \(-mc^2\). In the vacuum the lower states are filled, and lifting an electron out of them leaves a hole, which is a positron. The gap is \(2mc^2=1.637\times10^{-13}\) J. A static field \(E\) supplies this energy if the electron is displaced by a length \(d\) with

\[
eEd=2mc^2 .
\]

Here \(e>0\) is the elementary charge. Within the gap the electron has no real momentum. At zero energy without a field, \(0=p^2c^2+m^2c^4\) gives \(p=\pm imc\), so the wave function changes by a factor \(1/\mathrm e\) over the reduced Compton length

\[
\lambda=\frac{\hbar}{mc}=3.862\times10^{-13}\ \text{m}.
\]

Tunnelling is appreciable if \(d\) is a small multiple of \(\lambda\). Taking \(d=2\lambda\) gives the Schwinger field

\[
E_S=\frac{2mc^2}{e\,2\lambda}=\frac{m^2c^3}{e\hbar}.
\]

With half the gap, \(8.187\times10^{-14}\) J, this is

\[
E_S=\frac{8.187\times10^{-14}\ \text{J}}{(1.602\times10^{-19}\ \text{C})(3.862\times10^{-13}\ \text{m})}=1.32\times10^{18}\ \text{V/m}.
\]

The factor 2 in \(d=2\lambda\) was a choice. The tunnelling exponent shows what \(E_S\) means.

### The tunnelling exponent

Let the field be uniform, let it push the electron towards positive \(x\), and let the electron have no momentum across the field. Its potential energy is \(U=-eEx\), and for total energy \(W\)

\[
(W-U)^2=p^2c^2+m^2c^4 .
\]

A different \(W\) merely shifts the origin of \(x\), so take \(W=0\). Then \(p^2c^2=(eEx)^2-m^2c^4\). For \(x<-x_t\), with \(x_t=mc^2/(eE)\), the quantity \(W-U=eEx\) lies below \(-mc^2\), and the electron is in the lower continuum. For \(x>x_t\) it is in the upper one. In between, \(p=\pm i\hbar\kappa\) with

\[
\kappa(x)=\frac{\sqrt{m^2c^4-(eEx)^2}}{\hbar c}.
\]

The amplitude falls by \(\exp(-\int\kappa\,dx)\), and the probability by its square. With \(x=x_t\sin\theta\), the square root becomes \(mc^2\cos\theta\) and \(dx=x_t\cos\theta\,d\theta\), so

\[
2\int_{-x_t}^{x_t}\kappa\,dx=\frac{2mc^2x_t}{\hbar c}\int_{-\pi/2}^{\pi/2}\cos^2\theta\,d\theta
=\frac{2m^2c^3}{e\hbar E}\,\frac{\pi}{2}=\pi\frac{E_S}{E}.
\]

The semiclassical probability is therefore

\[
P=\exp\left(-\pi\frac{E_S}{E}\right).
\]

The Schwinger field is the scale of an exponent; no threshold lies there. At \(E=E_S\) the probability is 0.043, at \(2E_S\) it is 0.21, and at \(0.1E_S\) it is \(2.3\times10^{-14}\). One factor of ten in the field costs more than twelve powers of ten in the probability.

### Is there a prefactor?

A semiclassical exponent could come with an unknown factor in front. The uniform field allows a check. Describe it by a momentum growing as \(p=eEt\), instead of by a potential. In one dimension the Dirac Hamiltonian is then \(cp\,\sigma_x+mc^2\sigma_z\), with Pauli matrices \(\sigma_x,\sigma_z\). Let \(a\) and \(b\) be the amplitudes of the two eigenstates of \(\sigma_x\), and set \(s=mc^2t/\hbar\) and \(f=E/E_S\). Then \(cp/(mc^2)=fs\), and

\[
i a'=fs\,a+b,\qquad i b'=a-fs\,b .
\]

Differentiate the first equation, insert \(b'=-ia+ifs\,b\) from the second, and replace \(b\) by \(ia'-fs\,a\). The terms in \(a'\) cancel, leaving

\[
a''+(1+f^2s^2+if)\,a=0 .
\]

For large \(|s|\) try \(a\sim s^{\nu}\mathrm e^{-ifs^2/2}\). Then \(a''/a\approx-f^2s^2-2if\nu-if\), so \(1-2if\nu=0\) and \(\nu=-i/(2f)\). The other solution, with \(\mathrm e^{+ifs^2/2}\), has \(b\approx-2fs\,a\) and belongs to the state \(b\).

Start at \(s\to-\infty\) with \(b=0\). The energy is \(cp<0\), so this is the lower level; at \(s\to+\infty\) the same state \(a\) is the upper level. To connect the two ends, follow the solution along a large half circle in the upper half of the complex \(s\) plane, where it is at first the decaying one of the two and so is fixed without admixture. Beyond that sector the other exponential may join in, but it leaves the coefficient of this one unchanged, and its contribution to \(a\) dies out as \(1/s\) on the real axis. The argument of \(s\) goes from \(\pi\) to 0, and \(s^\nu\) acquires the factor

\[
(\mathrm e^{-i\pi})^{-i/(2f)}=\mathrm e^{-\pi/(2f)} .
\]

Its square is \(\mathrm e^{-\pi/f}=\mathrm e^{-\pi E_S/E}\). For this problem the prefactor is one. Direct integration of the two equations in time, at \(f=0.5\), 1 and 2, agrees with the formula to about one part in \(10^4\).

### The same field in atomic units

The atomic unit of field is that of a proton at the Bohr radius \(a_0\):

\[
E_{\text{au}}=\frac{e}{4\pi\varepsilon_0a_0^2},\qquad a_0=\frac{4\pi\varepsilon_0\hbar^2}{me^2}=\frac{\lambda}{\alpha},\qquad \alpha=\frac{e^2}{4\pi\varepsilon_0\hbar c}.
\]

Since \(e/(4\pi\varepsilon_0)=\alpha\hbar c/e\),

\[
E_{\text{au}}=\frac{\alpha\hbar c}{e}\,\frac{\alpha^2}{\lambda^2}=\alpha^3\frac{m^2c^3}{e\hbar}=\alpha^3E_S .
\]

In atomic units the speed of light is \(1/\alpha=137.04\), so \(E_S\) is \(c^3=2.573\times10^6\) atomic units. Two powers of \(1/\alpha\) come from the shorter length, squared, and one from the weakness of the electric coupling.

### The 1s electron: a first estimate

Consider an ion with a single electron and a fixed nucleus of charge \(Ze\), and write \(z=Z\alpha\). Screening by other electrons and radiative corrections are left out. By "mean field" I mean the expectation value of the magnitude of the nuclear field; the vector itself averages to zero by symmetry. For a point nucleus the magnitude is

\[
\frac{Ze}{4\pi\varepsilon_0r^2}=\frac{Z\alpha\hbar c}{e\,r^2}=zE_S\frac{\lambda^2}{r^2}.
\]

The Schrödinger 1s state has radial density proportional to \(r^2\mathrm e^{-kr}\) with \(k=2Z/a_0=2z/\lambda\). Therefore

\[
\left\langle\frac1{r^2}\right\rangle=\frac{\int_0^\infty\mathrm e^{-kr}dr}{\int_0^\infty r^2\mathrm e^{-kr}dr}=\frac{1/k}{2/k^3}=\frac{k^2}{2}=\frac{2z^2}{\lambda^2},
\]

and the mean field is

\[
\bar E=2z^3E_S=2Z^3E_{\text{au}} .
\]

One power of \(Z\) comes from the charge and two from the shrinking orbit. Setting \(\bar E=E_S\) gives \(z=2^{-1/3}=0.794\), or \(Z=0.794\times137.04\approx109\). The definition of the typical field matters too: the field at the single radius \(a_0/Z\) is \(Z^3E_{\text{au}}\), half the mean, and would reach \(E_S\) only at \(z=1\), or \(Z\approx137\).

The estimate undermines itself. In this state the root-mean-square speed is \(zc\), because the mean kinetic energy is \(z^2mc^2/2\). At the crossing that is about \(0.8c\), where a nonrelativistic density cannot be trusted.

### The 1s electron from the Dirac equation

Measure \(r\) in \(\lambda\) and energy in \(mc^2\). For the 1s state the radial functions \(G\) (large) and \(F\) (small) obey

\[
G'=\frac Gr+\left(w+1+\frac zr\right)F,\qquad
F'=-\frac Fr-\left(w-1+\frac zr\right)G,
\]

where \(w\) is the energy including the rest energy. Try \(G=r^\gamma\mathrm e^{-zr}\) and \(F=tG\) with constant \(t\). Comparing the terms in \(1/r\) and the constant terms gives

\[
\gamma-1=zt,\quad -z=(w+1)t,\quad t(\gamma+1)=-z,\quad -zt=1-w .
\]

Multiplying the first by \(\gamma+1\) and using the third gives \(\gamma^2-1=-z^2\), so \(\gamma=\sqrt{1-z^2}\), with the positive root for a regular state. The fourth gives \(w=1+zt=\gamma\), and the second is then the same as the third.

The radial density \(G^2+F^2\) is proportional to \(r^{2\gamma}\mathrm e^{-2zr}\). The exponential is the Schrödinger one, but the power of \(r\) is lower, which moves weight inward. With \(\int_0^\infty r^{n}\mathrm e^{-2zr}dr=\Gamma(n+1)/(2z)^{n+1}\),

\[
\left\langle\frac1{r^2}\right\rangle=(2z)^2\frac{\Gamma(2\gamma-1)}{\Gamma(2\gamma+1)}=\frac{4z^2}{2\gamma(2\gamma-1)},
\qquad
\frac{\bar E}{E_S}=\frac{2z^3}{\gamma(2\gamma-1)} .
\]

For small \(z\), \(\gamma\approx1-z^2/2\), and the denominator is about \(1-3z^2/2\). The relative increase over the Schrödinger value thus starts as \(3z^2/2\): 3 per cent at \(Z=20\). At larger charge it grows fast.

| \(Z\) | Schrödinger (V/m) | Dirac, point nucleus (V/m) |
|---|---|---|
| 20 | \(8.23\times10^{15}\) | \(8.50\times10^{15}\) |
| 40 | \(6.58\times10^{16}\) | \(7.54\times10^{16}\) |
| 60 | \(2.22\times10^{17}\) | \(3.10\times10^{17}\) |
| 80 | \(5.27\times10^{17}\) | \(1.04\times10^{18}\) |

At \(Z=80\) the Dirac mean is nearly twice the Schrödinger one and is 79 per cent of \(E_S\). The scaling steepens as well: between \(Z=60\) and 80 the Dirac field grows on average as \(Z^{4.2}\), since \(\ln(10.40/3.096)/\ln(80/60)=4.2\).

The crossing solves \(2z^3=\gamma(2\gamma-1)\). The root is \(z=0.6124\), \(\gamma=0.7905\): the left side is \(2(0.6124)^3=0.459\), and the right side is \(0.7905\times0.5810=0.459\). Hence \(Z\approx84\), some 25 units below the first estimate.

### What the size of the nucleus changes

The integral for \(\langle1/r^2\rangle\) converges at the origin only if \(2\gamma-1>0\), that is, for \(z<\sqrt3/2\), or \(Z\) below about 119. The point-nucleus mean field diverges there although the 1s state still exists. This signals that very small radii carry much weight. At the crossing, 12 per cent of the point-nucleus mean comes from \(r<7\) fm, a round value for the radius of a heavy nucleus.

Replace the point by a uniformly charged ball of that radius \(R\). By Gauss's law the field inside grows linearly, as \(r/R^3\) in place of \(1/r^2\), so the largest fields disappear. The radial equations, solved numerically with the ball's potential, put the crossing at \(Z\approx86\). Radii from 6.5 to 7.35 fm, or a smooth Fermi charge profile with root-mean-square radius 5.6 to 5.7 fm, move this value by about 0.1. When the ball is shrunk far below nuclear size, the same solution passes the test of reproducing the point-nucleus energy and mean field. Nuclear size therefore shifts the answer by about two units of charge, far less than the change from Schrödinger to Dirac.

### Does such an ion create pairs?

In this model it does not, for a reason of energy. A static field conserves energy. The cheapest pair puts its electron into an empty 1s state, the lowest bound level, and leaves its positron at rest far away. Its cost is \(mc^2+E_{1s}\). At the crossing for the ball nucleus \(E_{1s}=0.778\,mc^2\), so the cost is \(1.778\,mc^2\), well above zero; the last digit shifts by one with the nuclear radius and shape. The cost reaches zero only when the 1s level falls to \(-mc^2\), which for a ball of the same radius happens at \(Z\approx167\), so the argument here holds for charges below that.

The uniform-field formula does not apply here. It assumes a potential that keeps falling, so that beyond the barrier an unbounded region offers upper-continuum states at the same energy as the filled lower ones. At strength \(E_S\) the barrier is \(2\lambda=7.7\times10^{-13}\) m long. Outside the nucleus, the Coulomb field exceeds \(E_S\) only while \(z\lambda^2/r^2>1\), or \(r<\lambda\sqrt z=3.1\times10^{-13}\) m. Inside that radius the potential energy \(-z\,mc^2\lambda/r\) does fall by much more than the gap, so the obstacle is not a lack of depth. But the potential vanishes far away, so the filled lower states have \(W\le-mc^2\). At \(W=-mc^2\) the condition \(W-U>mc^2\) for the far side of the barrier holds only for \(r<z\lambda/2\). With \(z=86.16/137.04=0.629\) this is \(1.2\times10^{-13}\) m, about a third of \(\lambda\). Even this overstates the case, because it drops the \(1/r\) terms of the radial equations: with them, in the units used there, the squared radial momentum outside the nucleus is \((z^2-1)/r^2-2z/r\), which is negative for \(z<1\). That small region holds no level at such an energy: the lowest level lies at \(+0.778\,mc^2\), and there is no state to tunnel into.

The mean 1s field thus reaches \(1.3\times10^{18}\) V/m at a nuclear charge in the middle eighties. The numerical output below gives the values to more digits than this estimate can claim.

## Numbers as computed

```
electron mass m = 9.109384e-31 kg
elementary charge e = 1.602177e-19 C
speed of light c = 2.997925e+08 m/s
reduced Planck constant hbar = 1.054572e-34 J s
fine-structure constant alpha = 0.0072974
c in atomic units, 1/alpha = 137.0360
gap 2 m c^2 = 1.6374e-13 J
reduced Compton length = 3.8616e-13 m
Schwinger field E_S = 1.3233e+18 V/m
atomic unit of field = 5.1422e+11 V/m
E_S in atomic units = 2.5734e+06
gap length 2 m c^2/(e E_S) = 7.7232e-13 m
E/E_S = 0.5: barrier exponent = 6.2832, formula = 1.8674e-03, Dirac time integration = 1.8672e-03
E/E_S = 1.0: barrier exponent = 3.1416, formula = 4.3214e-02, Dirac time integration = 4.3214e-02
E/E_S = 2.0: barrier exponent = 1.5708, formula = 2.0788e-01, Dirac time integration = 2.0789e-01
E/E_S = 0.1: formula probability = 2.27e-14
Z = 20: mean 1s field, Schroedinger = 8.228e+15 V/m, Dirac point nucleus = 8.499e+15 V/m
Z = 40: mean 1s field, Schroedinger = 6.582e+16 V/m, Dirac point nucleus = 7.538e+16 V/m
Z = 60: mean 1s field, Schroedinger = 2.221e+17 V/m, Dirac point nucleus = 3.096e+17 V/m
Z = 80: mean 1s field, Schroedinger = 5.266e+17 V/m, Dirac point nucleus = 1.040e+18 V/m
crossing Z, Schroedinger density = 108.77
Z alpha at that crossing = 0.7937
crossing Z, Dirac point nucleus = 83.92
Z alpha at that crossing = 0.6124
gamma at that crossing = 0.7905
ball radius = 7.0e-15 m
share of point-nucleus mean field from inside it = 0.122
crossing Z, Dirac ball nucleus = 86.16
1s energy there, rest energy included = 0.7778 m c^2
cost of pair with electron in 1s = 1.7778 m c^2
radius within which Coulomb field exceeds E_S = 3.062e-13 m
```
